# Mean Pore Chord of a Two-Phase Film with Exponential Correlation, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting pore ends on a line

Suppose the internal surface of a porous low-k film is to be calculated, as a first step towards estimating how much moisture its pores can adsorb. The porosity $\phi$ is known, and small-angle scattering has supplied a correlation length $\xi$. The surface per volume follows from $\phi$ and a mean pore size, so a decision is needed: which length is to be inserted as the pore size? If it is $\xi$ itself, the calculated surface is too large by the factor $1/(1-\phi)$. At a porosity of 0.30 that is an excess of 43 % over the correct value. The length that belongs there is the mean pore chord,

$$
\ell_p=\frac{\xi}{1-\phi}.
$$

### The film and the averages

The film consists of two phases, pores and solid skeleton, separated by sharp interfaces. The skeleton is also called the wall. Pores occupy the volume fraction $\phi$, with $0<\phi<1$. The structure is statistically homogeneous, which means that averages do not depend on position, and a sufficiently long line or large volume samples it representatively. It is also isotropic: averages do not depend on direction. The film is taken to be much thicker than a typical pore, so that its two faces can be ignored at first.

A chord is an uninterrupted stretch of one phase on a straight test line. The mean pore chord $\ell_p$ is the total length of all pore chords on a long line divided by their number, so each chord counts once, whether long or short. The mean wall chord $\ell_w$ is defined in the same way for the skeleton.

This average differs from another one that is easily confused with it. If a point is chosen at random inside the pores and the chord through it is measured, a chord of length $\ell$ is selected with a probability proportional to $\ell$. The mean is then

$$
\ell_{\rm point}=\frac{\langle \ell\,\ell\rangle}{\langle \ell\rangle}
=\frac{\langle \ell^2\rangle}{\langle \ell\rangle},
$$

where the angle brackets count each chord once. Since $\langle\ell^2\rangle\ge\langle\ell\rangle^2$, this mean is never smaller than $\ell_p=\langle\ell\rangle$. The result derived here concerns $\ell_p$.

### From density correlation to a probability

Let $c(\mathbf x)=1$ if the point $\mathbf x$ lies in a pore and $c(\mathbf x)=0$ if it lies in the skeleton. Then $\langle c\rangle=\phi$, and because $c$ takes the values 0 and 1, $c^2=c$. If the pore and skeleton densities are $\rho_p$ and $\rho_s$, the local density is

$$
\rho(\mathbf x)=\rho_s+(\rho_p-\rho_s)\,c(\mathbf x).
$$

Its average is $\rho_s+(\rho_p-\rho_s)\phi$. Subtracting the average gives the fluctuation

$$
\delta\rho(\mathbf x)=(\rho_p-\rho_s)\,[c(\mathbf x)-\phi].
$$

The variance of $c$ is $\langle c^2\rangle-\phi^2=\phi-\phi^2=\phi(1-\phi)$. The density correlation at distance $r$, normalised to one at $r=0$, is therefore

$$
\gamma(r)=\frac{\langle\delta\rho(\mathbf x)\,\delta\rho(\mathbf x+\mathbf r)\rangle}{\langle\delta\rho^2\rangle}
=\frac{\langle[c(\mathbf x)-\phi][c(\mathbf x+\mathbf r)-\phi]\rangle}{\phi(1-\phi)}.
$$

The squared density contrast has cancelled. Multiplying out the brackets in the numerator gives four terms:

$$
\langle c(\mathbf x)c(\mathbf x+\mathbf r)\rangle-\phi^2-\phi^2+\phi^2
=S_2(r)-\phi^2,
$$

where $S_2(r)=\langle c(\mathbf x)c(\mathbf x+\mathbf r)\rangle$ is the probability that both points lie in pores. Hence

$$
S_2(r)=\phi^2+\phi(1-\phi)\gamma(r).
$$

The quantity needed below is the probability $P(r)$ that the first point lies in a pore and the second in the wall. It is the probability that the first is in a pore, less the probability that both are:

$$
P(r)=\phi-S_2(r)=\phi-\phi^2-\phi(1-\phi)\gamma(r)
=\phi(1-\phi)[1-\gamma(r)].
$$

The assumption about the film is $\gamma(r)=e^{-r/\xi}$.

### How the correlation length is read from scattering

In single scattering, the intensity at wavenumber transfer $q$ is proportional to the Fourier transform of the density correlation. With a constant $K$ that contains the contrast and the factor $\phi(1-\phi)$,

$$
I(q)=K\int e^{-i\mathbf q\cdot\mathbf r}\gamma(r)\,d^3r .
$$

The integral over directions at fixed $r$ gives $4\pi\sin(qr)/(qr)$, so

$$
I(q)=\frac{4\pi K}{q}\int_0^\infty r\,e^{-ar}\sin(qr)\,dr,
\qquad a=\frac1\xi .
$$

The radial integral follows from $\int_0^\infty e^{-ar}\sin(qr)\,dr=q/(a^2+q^2)$. Differentiating with respect to $a$ brings down a factor $-r$ on the left, and therefore

$$
\int_0^\infty r\,e^{-ar}\sin(qr)\,dr
=-\frac{d}{da}\frac{q}{a^2+q^2}
=\frac{2aq}{(a^2+q^2)^2}.
$$

Inserting this and then $a=1/\xi$ yields

$$
I(q)=\frac{8\pi K a}{(a^2+q^2)^2}
=\frac{8\pi K\xi^3}{(1+q^2\xi^2)^2}
=\frac{I(0)}{(1+q^2\xi^2)^2}.
$$

At $q=1/\xi$ the denominator is $2^2=4$. The wavenumber at which the intensity has fallen to one quarter is thus the inverse correlation length. Numerical integration of the exponential correlation gives the ratio 0.250000 there. A whole curve can be used instead of one point, because

$$
I(q)^{-1/2}=I(0)^{-1/2}\,(1+q^2\xi^2)
$$

is a straight line when plotted against $q^2$. Its slope divided by its intercept is $\xi^2$. Once background and instrumental smearing have been removed, a curved plot is a sign that the exponential law does not hold over the measured range. The converse fails: a plot that is straight over a limited range of $q$ does not fix the behaviour of $\gamma$ near $r=0$, on which the chord depends.

The shape $I(q)/I(0)$ does not contain $\phi$. The absolute intensity contains it through $\phi(1-\phi)$, which is unchanged when $\phi$ and $1-\phi$ are exchanged. Scattering of this kind cannot tell which phase is the pore. That information has to enter through a separate determination of the porosity.

### The counting argument

Take a test line of great length $\Lambda$ and follow it in one direction. Call a point where it passes from pore to wall a pore end. Let there be $N$ pore ends, and let $n=N/\Lambda$ be their number per length, assumed finite. Pore and wall chords alternate, so $n$ is also the number of pore chords per length and the number of wall chords per length. Differences of one chord at the ends of the line vanish in the limit of large $\Lambda$.

Consider the set of points $x$ on the line for which $x$ lies in a pore and $x+r$ lies in the wall. The fraction of the line occupied by this set is $P(r)$. It can be bounded from both sides.

For the upper bound, take any $x$ in the set. Between $x$ and $x+r$ the line has to pass from pore to wall at least once, so there is a pore end $e$ within a distance $r$ ahead of $x$. The point $x$ therefore lies in the interval of length $r$ that precedes $e$. There are $N$ such intervals, and together they cover at most the length $Nr$. Dividing by $\Lambda$ gives

$$
P(r)\le n r .
$$

For the lower bound, take a pore end $e$ whose adjoining pore chord and wall chord are both longer than $r$. Every $x$ between $e-r$ and $e$ is then in the pore, and $x+r$, which lies between $e$ and $e+r$, is in the wall. The whole interval belongs to the set. Intervals of different pore ends do not overlap, because each lies inside its own pore chord. Let $F_p(r)$ and $F_w(r)$ be the fractions of pore and wall chords that are no longer than $r$. At most $N[F_p(r)+F_w(r)]$ pore ends fail the condition, so

$$
P(r)\ge n r\,[1-F_p(r)-F_w(r)].
$$

Every chord has a positive length, so $F_p$ and $F_w$ tend to zero as $r\to0$. The two bounds then close on each other, and

$$
n=\lim_{r\to0}\frac{P(r)}{r}=-S_2'(0).
$$

The last form follows from $P(r)=\phi-S_2(r)$ and $S_2(0)=\phi$. No particular distribution of chord lengths has been used.

The bounds were tested on a line whose chords are not exponentially distributed. It had 20 000 pore chords drawn uniformly between 0 and 2, alternating with wall chords drawn from a gamma distribution of shape 2 and mean 1.2. At $r=0.05$ in the same length unit, the ratio $P(r)/(nr)$ came out as 0.986, between the lower bound 0.972 and the upper bound 1.

### The mean chords

For the exponential correlation,

$$
\frac{P(r)}{r}=\phi(1-\phi)\,\frac{1-e^{-r/\xi}}{r}.
$$

For small $r$, $1-e^{-r/\xi}=r/\xi-r^2/(2\xi^2)+\dots$, so the limit is

$$
n=\frac{\phi(1-\phi)}{\xi}.
$$

The total pore length on the line is $\phi\Lambda$. It is also the number of pore chords times their mean, $n\Lambda\ell_p$. Equating the two and cancelling $\Lambda$ gives

$$
\ell_p=\frac{\phi}{n}=\frac{\phi\,\xi}{\phi(1-\phi)}=\frac{\xi}{1-\phi}.
$$

The wall occupies the length $(1-\phi)\Lambda$ and has the same number of chords, so

$$
\ell_w=\frac{1-\phi}{n}=\frac{\xi}{\phi},
\qquad
\frac1{\ell_p}+\frac1{\ell_w}=\frac{1-\phi}{\xi}+\frac{\phi}{\xi}=\frac1\xi .
$$

The last relation shows what $\xi$ measures. It is shorter than either mean chord, because an interface of either kind, pore to wall or wall to pore, contributes to the loss of correlation.

The limits are taken at fixed $\xi$. As $\phi\to0$, the pore chord tends to $\xi$ and the wall chord grows without bound: the film contains rare pores whose mean chord is the correlation length. As $\phi\to1$ the roles are exchanged. At $\phi=1/2$ both mean chords equal $2\xi$. In a series of real films $\xi$ may change together with $\phi$, and the formula then has to be used with the value of $\xi$ for each film.

For a film with quarter-intensity wavenumber $1.00\ \mathrm{nm^{-1}}$ and porosity 0.30, the arithmetic is

$$
\xi=\frac{1}{1.00\ \mathrm{nm^{-1}}}=1.00\ \mathrm{nm},\qquad
\ell_p=\frac{1.00\ \mathrm{nm}}{0.70}=1.43\ \mathrm{nm},\qquad
\ell_w=\frac{1.00\ \mathrm{nm}}{0.30}=3.33\ \mathrm{nm}.
$$

There are $n=0.30\times0.70/(1.00\ \mathrm{nm})=0.21\ \mathrm{nm^{-1}}$ pore chords per length, and $0.21\times1.43=0.30$ recovers the porosity.

### What happens when the correlation is not exponential

The counting argument needs the initial slope of $\gamma$ and nothing else about its shape. For any correlation with a finite slope at the origin, $n=\phi(1-\phi)|\gamma'(0)|$, and

$$
\ell_p=\frac{1}{(1-\phi)\,|\gamma'(0)|}.
$$

If, for instance, $\gamma(r)=A e^{-r/\xi_1}+(1-A)e^{-r/\xi_2}$ with $0<A<1$, the slope is

$$
|\gamma'(0)|=\frac{A}{\xi_1}+\frac{1-A}{\xi_2}.
$$

The length that replaces $\xi$ is the inverse of this sum. It is shorter than the larger of $\xi_1$ and $\xi_2$, which governs the decay at large distance. Fitting the tail and inserting its decay length would therefore overestimate the chord. The scattering curve can hide this, because each term enters $I(0)$ with the weight $\xi_i^3$. For $A=0.2$, $\xi_1=0.1$ nm and $\xi_2=1$ nm, the plot of $I^{-1/2}$ against $q^2$ is straight within 0.1 % from $q=0.1$ to $2\ \mathrm{nm^{-1}}$ and gives 1.00 nm, while the length that replaces $\xi$ is $1/2.8=0.36$ nm.

The upper bound $P(r)\le nr$ also shows the effect of coarse sampling. If the phase is recorded at points a distance $r$ apart, as in an image with that pixel spacing, the number of pore ends seen per length is $P(r)/r$, which is at most $n$. The apparent mean chord is

$$
\ell_{\rm app}=\frac{\phi r}{P(r)}
=\frac{r}{(1-\phi)(1-e^{-r/\xi})}
\approx\ell_p\left(1+\frac{r}{2\xi}\right)
\qquad(r\ll\xi).
$$

The approximation follows from $1-e^{-s}\approx s(1-s/2)$ with $s=r/\xi$, and from $1/(1-s/2)\approx1+s/2$. Coarse sampling misses short chords and makes the pores look longer.

## Second derivation: interface area, and what each route assumes

The symbols carried over are these. The porosity is $\phi$, and the density correlation is $\gamma(r)=e^{-r/\xi}$. The probability that a point lies in a pore while a second point at distance $r$ lies in the wall is $P(r)=\phi(1-\phi)[1-\gamma(r)]$. The mean pore chord $\ell_p$ counts each chord once, and $n$ is the number of pore chords per length of test line. The first route gave $n=\phi(1-\phi)/\xi$, $\ell_p=\xi/(1-\phi)$ and $\ell_w=\xi/\phi$. The example has $\phi=0.30$ and $\xi=1.00$ nm. The second route does not use the counting argument on a line. It works with the interface in three dimensions.

### The correlation near the origin measures area

Let a large film volume $V$ contain the interface area $S$. The interface is assumed to be smooth except along edges of finite total length per volume. At each area element $dA$ let $\mathbf m$ be the unit normal pointing from pore to wall.

Choose a unit vector $\mathbf u$ and a small distance $r$. A point $\mathbf x$ in the pore is carried into the wall by the displacement $r\mathbf u$ if it lies close enough to the interface. For a nearly flat element, the displacement advances the point by $r\,\mathbf u\cdot\mathbf m$ along the normal. The point crosses if this advance is positive and larger than its depth below the interface. The points that cross at $dA$ therefore fill a thin layer of volume $r(\mathbf u\cdot\mathbf m)_+\,dA$, where $(y)_+$ means $y$ if $y$ is positive and zero otherwise. Edges correct the total volume at order $r^2$, and the curvature of smooth parts only at higher order. Thus, to leading order,

$$
P(r)=\frac{r}{V}\int(\mathbf u\cdot\mathbf m)_+\,dA .
$$

In an isotropic film this may be averaged over all directions $\mathbf u$. With $\mu$ the cosine of the angle between $\mathbf u$ and $\mathbf m$,

$$
\langle(\mathbf u\cdot\mathbf m)_+\rangle
=\frac{1}{4\pi}\int_0^{2\pi}d\varphi\int_0^1\mu\,d\mu
=\frac{1}{4\pi}\,2\pi\,\frac12=\frac14 .
$$

One factor of one half comes from the mean projection of a hemisphere of directions, the other from the fact that half of all directions lead from wall to pore. Hence $P(r)=rS/(4V)$ for small $r$. The exponential correlation gives $P(r)=\phi(1-\phi)r/\xi$ in the same limit. Equating the two,

$$
\frac{S}{V}=\frac{4\phi(1-\phi)}{\xi}.
$$

Counting pore ends on a line has given the mean pore chord $\ell_p=\xi/(1-\phi)$, and the correlation near the origin has given the interface area per volume, $S/V=4\phi(1-\phi)/\xi$. It remains to derive the chord from volume and area, to show that a medium with the assumed correlation exists at every porosity, and to examine the assumptions and the departures from them.
